# Subbands of a tilted ellipsoidal valley: removing the mixed-momentum terms: test program

```python
# Result under test: for H = p.W.p/2 + V(z) with a uniform inverse mass tensor W
# and states that vanish at the walls, the subband energy is
#   E_n(k) = E_n + (hbar^2/2) k.S.k,   S = inverse of the in-plane block of M,
# where M = W^-1 and E_n is the level of a 1D well with mass 1/W_zz.
# Phase: phi(z) = exp(-i kappa z) zeta(z), kappa = (W_xz kx + W_yz ky)/W_zz.
# Units: eV, nm, free-electron masses. A = hbar^2/(2 m0) in eV nm^2.
# Example: Si film with (111) surfaces; material parameters are rough values.
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import airy

A = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
kT = sc.k * 300 / sc.e
m_long, m_trans = 0.92, 0.19
L, field = 6.0, 0.01              # nm, V/nm (0.01 V/nm = 0.1 MV/cm)
sheet = 0.01                      # electrons per nm^2 (1e12 per cm^2)
eps_si, eps_ox = 11.7, 3.9
barrier, m_ox, t_ox = 3.1, 0.5, 3.0
alpha, gap = 0.5, 1.1             # nonparabolicity 1/eV, band gap eV

# Device axes: z = [111], x = [-1 -1 2], y = [1 -1 0]
axes = np.array([np.array([-1, -1, 2]) / np.sqrt(6),
                 np.array([1, -1, 0]) / np.sqrt(2),
                 np.array([1, 1, 1]) / np.sqrt(3)])


def valley(direction):
    """Mass tensor and inverse mass tensor, each built from the axis masses."""
    n = axes @ np.array(direction, float)
    nn = np.outer(n, n)
    M = m_trans * np.eye(3) + (m_long - m_trans) * nn
    W = np.eye(3) / m_trans + (1 / m_long - 1 / m_trans) * nn
    return M, W


# Polynomial basis vanishing at both walls, with Gauss quadrature
nb = 36
x, g = legendre.leggauss(120)
z, wt = L * (1 + x) / 2, g * L / 2
P = legendre.legvander(x, nb + 1)
f = P[:, :nb] - P[:, 2:nb + 2]
df = -(2 * np.arange(nb) + 3) * P[:, 1:nb + 1] * 2 / L
overlap_matrix = f.T @ (wt[:, None] * f)


def direct(W, k, V):
    """Levels from the full energy form, mixed terms kept, no phase removed."""
    G = np.array([1j * k[0] * f, 1j * k[1] * f, df.astype(complex)])
    WG = np.tensordot(W, G, axes=1)
    H = sum(A * G[a].conj().T @ (wt[:, None] * WG[a]) for a in range(3))
    H = H + f.T @ ((wt * V)[:, None] * f)
    return eigh((H + H.conj().T) / 2, overlap_matrix)


def airy_levels(mz, width, count=3):
    """Levels of a hard-wall well with a linear potential."""
    a = (field * mz / A) ** (1 / 3)

    def det(E):
        a0, _, b0, _ = airy(-a * E / field)
        a1, _, b1, _ = airy(a * (width - E / field))
        return a0 * b1 - a1 * b0
    grid = np.linspace(1e-4, 0.8, 1600)
    vals = np.array([det(E) for E in grid])
    hit = np.where(vals[:-1] * vals[1:] < 0)[0][:count]
    return np.array([brentq(det, grid[i], grid[i + 1], xtol=1e-14) for i in hit])


V = field * z
M, W = valley([0, 0, 1])
mz = 1 / W[2, 2]
E_n = airy_levels(mz, L)
assert len(E_n) == 3

# Main test: three valley orientations, several k, three subbands
valleys = [valley(d) for d in ([1, 0, 0], [0, 1, 0], [0, 0, 1])]
worst = 0.0
for Mv, Wv in valleys:
    S = np.linalg.inv(Mv[:2, :2])
    for k in np.array([[0, 0], [0.3, 0], [0.2, -0.5], [-0.7, 0.4]]):
        err = direct(Wv, k, V)[0][:3] - (E_n + A * k @ S @ k)
        worst = max(worst, np.abs(err).max())
assert worst < 1e-8

# General triaxial tensor and a different potential
B = np.array([[1.2, 0.3, -0.5], [0.1, 0.9, 0.7], [0.6, -0.4, 1.5]])
Wg = B @ B.T + 0.5 * np.eye(3)
Vg = 0.1 * np.cos(3 * z) + 0.08 * np.exp(-z)
kg = np.array([0.5, -0.8])
Sg = np.linalg.inv(np.linalg.inv(Wg)[:2, :2])
schur = Wg[:2, :2] - np.outer(Wg[:2, 2], Wg[2, :2]) / Wg[2, 2]
assert np.allclose(Sg, schur, atol=1e-12)
shift = direct(Wg, kg, Vg)[0][:4] - direct(Wg, [0, 0], Vg)[0][:4]
assert np.abs(shift - A * kg @ schur @ kg).max() < 1e-8

# Wave function: phase factor, mean wave number, mean velocity
k = np.array([0.3, 0.0])
kappa = W[2, :2] @ k / W[2, 2]
levels_k, vec_k = direct(W, k, V)
_, vec_0 = direct(W, [0, 0], V)
phi, phi0 = f @ vec_k[:, 0], f @ vec_0[:, 0]
with_phase = abs(np.sum(wt * phi.conj() * np.exp(-1j * kappa * z) * phi0))
without_phase = abs(np.sum(wt * phi.conj() * phi0))
mean_q = np.sum(wt * phi.conj() * (-1j) * (df @ vec_k[:, 0])).real
velocity = 2 * A * sc.e * 1e-9 / sc.hbar * (W[2, :2] @ k + W[2, 2] * mean_q)
assert abs(with_phase - 1) < 1e-9 and without_phase < 0.999
assert abs(mean_q + kappa) < 1e-8 and abs(velocity) < 1.0
assert np.abs(abs(phi)**2 - abs(phi0)**2).max() < 1e-7
in_plane = A * k @ np.linalg.inv(M[:2, :2]) @ k
naive = A * W[0, 0] * k[0]**2

# Density of states from areas of constant-energy curves of the direct levels
m_dos = np.sqrt(np.linalg.det(M[:2, :2]))
assert abs(np.linalg.det(M) - mz * m_dos**2) < 1e-12
E0 = direct(W, [0, 0], V)[0][0]
angles = 2 * np.pi * np.arange(48) / 48
radii2 = [0.25 / (direct(W, [0.5 * np.cos(t), 0.5 * np.sin(t)], V)[0][0] - E0)
          for t in angles]
dos_direct = np.mean(radii2) / (2 * np.pi)
dos = m_dos / (2 * np.pi * A)
assert abs(dos_direct / dos - 1) < 1e-5

# Conductivity mass: average over the three ellipse orientations is isotropic
m_cond = 2 / (1 / M[0, 0] + 1 / M[1, 1])
for t in (0.0, 0.4, 1.3):
    kk = 0.4 * np.array([np.cos(t), np.sin(t)])
    mean = np.mean([direct(Wv, kk, V)[0][0] - E0 for _, Wv in valleys])
    assert abs(mean - A * 0.16 / m_cond) < 1e-8


# Finite oxide barrier with its own isotropic mass: linear finite elements
def barrier_level(kx, phase_removed):
    edges = np.linspace(-1.0, L + 1.0, 801)
    h = edges[1] - edges[0]
    mid = (edges[1:] + edges[:-1]) / 2
    inside = (mid > 0) & (mid < L)
    wzz = np.where(inside, W[2, 2], 1 / m_ox)
    wxz = np.where(inside, W[0, 2], 0.0)
    wxx = np.where(inside, W[0, 0], 1 / m_ox)
    if phase_removed:
        wxx, wxz = wxx - wxz**2 / wzz, 0 * wxz
    U = field * mid + np.where(inside, 0, barrier) + A * wxx * kx**2
    d = A * wzz / h + U * h / 3
    u = -A * wzz / h + U * h / 6 - 1j * A * kx * wxz
    dd, uu = d[1:] + d[:-1], u[1:-1]
    H = np.diag(dd).astype(complex) + np.diag(uu, 1) + np.diag(uu.conj(), -1)
    n = len(dd)
    O = np.eye(n) * 2 * h / 3 + (np.eye(n, k=1) + np.eye(n, k=-1)) * h / 6
    return eigh(H, O, eigvals_only=True, subset_by_index=[0, 0])[0]


kb = 0.5
open_0 = barrier_level(0.0, True)
open_k = barrier_level(kb, True)
assert abs(barrier_level(kb, False) - open_k) < 1e-6
mass_change_barrier = A * kb**2 / M[0, 0] / (open_k - open_0) - 1
assert open_0 < E_n[0] and abs(mass_change_barrier) < 0.01
decay = np.sqrt(m_ox * (barrier - E_n[0]) / A)
tunnel = np.exp(-2 * decay * t_ox)


# Ring in z: the phase is not single-valued, so separation must fail
def ring_level(kx):
    q = 2 * np.pi * np.arange(-15, 16) / L
    H = np.diag(A * (W[0, 0] * kx**2 + 2 * W[0, 2] * kx * q + W[2, 2] * q**2))
    H = H + 0.025 * (np.eye(31, k=1) + np.eye(31, k=-1))
    return np.linalg.eigvalsh(H)[0]


ring_error = ring_level(k[0]) - ring_level(0.0) - in_plane
assert abs(ring_error) > 1e-3

# Nonparabolic band: kinetic energy solves T(1 + alpha T) = parabolic value
modes = np.arange(1, 25)
T = A / mz * (modes * np.pi / L)**2
sines = np.sqrt(2 / L) * np.sin(np.outer(z, modes) * np.pi / L)
Vs = sines.T @ ((wt * V)[:, None] * sines)


def nonparabolic(Ek):
    kinetic = (np.sqrt(1 + 4 * alpha * (T + Ek)) - 1) / (2 * alpha)
    return np.linalg.eigvalsh(np.diag(kinetic) + Vs)[0]


e_par, c_par = np.linalg.eigh(np.diag(T) + Vs)
assert abs(e_par[0] - E_n[0]) < 1e-6
T1, T2 = c_par[:, 0]**2 @ T, c_par[:, 0]**2 @ T**2
np_shift = nonparabolic(0.0) - e_par[0]
np_mass = 2e-4 / (nonparabolic(1e-4) - nonparabolic(-1e-4)) - 1
# first-order estimates; the next order is smaller by roughly 2 alpha T
assert abs(np_shift / (-alpha * T2) - 1) < 0.15
assert abs(np_mass / (2 * alpha * T1) - 1) < 0.15


# Occupation at 300 K in six valleys, and the electrons' own potential
def occupation(E):
    def each(mu):
        return 6 * dos * kT * np.log1p(np.exp((mu - E) / kT))
    mu = brentq(lambda m: each(m).sum() - sheet, -1.0, 1.0)
    return each(mu), mu


occ, mu = occupation(E_n)
kernel = -0.5 * sc.e / (sc.epsilon_0 * eps_si) * 1e9 * np.abs(z[:, None] - z)
VH = np.zeros_like(z)
for _ in range(40):
    lev, vec = direct(W, [0, 0], V + VH)
    n_sub, _ = occupation(lev[:3])
    density = (np.abs(f @ vec[:, :3])**2) @ n_sub
    new = kernel @ (wt * density)
    change = np.abs(new - VH).max()
    VH = 0.5 * VH + 0.5 * new
assert change < 1e-8
lev = direct(W, [0, 0], V + VH)[0]
spacing_change = (lev[1] - lev[0]) - (E_n[1] - E_n[0])
kept = direct(W, k, V + VH)[0][:3] - lev[:3] - in_plane
assert np.abs(kept).max() < 1e-8

# Rough image energy at the film centre: first image in each wall
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
image = 2 * coulomb * (eps_si - eps_ox) / (4 * eps_si * (eps_si + eps_ox) * L / 2)
step = sc.value('lattice parameter of silicon') * 1e9 / np.sqrt(3)
step_shift = airy_levels(mz, L - step)[0] - E_n[0]

print(f"longitudinal, transverse mass: {m_long}, {m_trans} m0")
print(f"film thickness: {L:.1f} nm")
print(f"field: {field * 10:.2f} MV/cm")
print(f"sheet density: {sheet * 1e14:.1e} cm^-2")
print(f"thermal energy at 300 K: {kT * 1e3:.2f} meV")
print(f"hbar^2/(2 m0): {A:.6f} eV nm^2")
print(f"tilt of valley axis from z: {np.degrees(np.arccos(axes[2, 2])):.2f} deg")
print(f"W_xx, W_yy: {W[0, 0]:.4f}, {W[1, 1]:.4f} 1/m0")
print(f"W_zz, W_xz: {W[2, 2]:.4f}, {W[0, 2]:.4f} 1/m0")
print(f"confinement mass: {mz:.4f} m0")
print(f"in-plane masses x, y: {M[0, 0]:.4f}, {M[1, 1]:.4f} m0")
print(f"x mass if mixed terms are dropped: {1 / W[0, 0]:.4f} m0")
print(f"density-of-states mass per valley: {m_dos:.4f} m0")
print(f"conductivity mass, valley average: {m_cond:.4f} m0")
print(f"density of states per valley: {dos * 1e14:.3e} /(eV cm^2)")
for i, E in enumerate(E_n, 1):
    print(f"level E{i}: {E * 1e3:.3f} meV")
print(f"example kx: {k[0]:.2f} 1/nm")
print(f"kappa: {kappa:.4f} 1/nm")
print(f"mean wave number along z: {mean_q:.4f} 1/nm")
print(f"phase across film, -kappa L: {-kappa * L:.3f} rad")
print(f"overlap with k=0 state, no phase: {without_phase:.4f}")
print(f"overlap with phase included: {with_phase:.6f}")
print(f"in-plane energy: {in_plane * 1e3:.3f} meV")
print(f"in-plane energy, mixed terms dropped: {naive * 1e3:.3f} meV")
print(f"E1(k) from formula: {(E_n[0] + in_plane) * 1e3:.5f} meV")
print(f"E1(k) from full Hamiltonian: {levels_k[0] * 1e3:.5f} meV")
print(f"largest error, all valleys and k: {worst:.0e} eV")
print(f"ring: failure of separation: {ring_error * 1e3:.2f} meV")
print(f"oxide barrier, mass: {barrier} eV, {m_ox} m0")
print(f"oxide barrier: shift of E1: {(open_0 - E_n[0]) * 1e3:.2f} meV")
print(f"oxide barrier: x mass change: {mass_change_barrier * 100:.3f} %")
print(f"tunnelling factor, {t_ox:.0f} nm oxide: {tunnel:.0e}")
print(f"nonparabolicity parameter: {alpha} 1/eV")
print(f"mean confinement kinetic energy: {T1 * 1e3:.2f} meV")
print(f"nonparabolic shift of E1: {np_shift * 1e3:.2f} meV")
print(f"nonparabolic in-plane mass change: {np_mass * 100:.2f} %")
print(f"share of electrons in subband 1: {occ[0] / sheet * 100:.2f} %")
print(f"Fermi level minus E1: {(mu - E_n[0]) * 1e3:.1f} meV")
print(f"E2-E1: {(E_n[1] - E_n[0]) * 1e3:.2f} meV")
print(f"electron charge: change of E2-E1: {spacing_change * 1e3:.2f} meV")
print(f"rough image energy at centre: {image * 1e3:.1f} meV")
print(f"one atomic step: {step:.3f} nm")
print(f"E1 shift, film one step thinner: {step_shift * 1e3:.2f} meV")
print(f"voltage across film: {field * L * 1e3:.0f} mV")
print(f"rough band gap: {gap} eV")
print("verified")
```

Output:

```
longitudinal, transverse mass: 0.92, 0.19 m0
film thickness: 6.0 nm
field: 0.10 MV/cm
sheet density: 1.0e+12 cm^-2
thermal energy at 300 K: 25.85 meV
hbar^2/(2 m0): 0.038100 eV nm^2
tilt of valley axis from z: 54.74 deg
W_xx, W_yy: 2.4790, 5.2632 1/m0
W_zz, W_xz: 3.8711, -1.9687 1/m0
confinement mass: 0.2583 m0
in-plane masses x, y: 0.6767, 0.1900 m0
x mass if mixed terms are dropped: 0.4034 m0
density-of-states mass per valley: 0.3586 m0
conductivity mass, valley average: 0.2967 m0
density of states per valley: 1.498e+14 /(eV cm^2)
level E1: 69.475 meV
level E2: 192.022 meV
level E3: 394.083 meV
example kx: 0.30 1/nm
kappa: -0.1526 1/nm
mean wave number along z: 0.1526 1/nm
phase across film, -kappa L: 0.915 rad
overlap with k=0 state, no phase: 0.9866
overlap with phase included: 1.000000
in-plane energy: 5.067 meV
in-plane energy, mixed terms dropped: 8.501 meV
E1(k) from formula: 74.54206 meV
E1(k) from full Hamiltonian: 74.54206 meV
largest error, all valleys and k: 1e-13 eV
ring: failure of separation: 2.83 meV
oxide barrier, mass: 3.1 eV, 0.5 m0
oxide barrier: shift of E1: -7.52 meV
oxide barrier: x mass change: -0.038 %
tunnelling factor, 3 nm oxide: 4e-17
nonparabolicity parameter: 0.5 1/eV
mean confinement kinetic energy: 41.39 meV
nonparabolic shift of E1: -0.88 meV
nonparabolic in-plane mass change: 4.06 %
share of electrons in subband 1: 99.12 %
Fermi level minus E1: -81.0 meV
E2-E1: 122.55 meV
electron charge: change of E2-E1: -3.01 meV
rough image energy at centre: 10.3 meV
one atomic step: 0.314 nm
E1 shift, film one step thinner: 3.20 meV
voltage across film: 60 mV
rough band gap: 1.1 eV
verified
```
